Peak frequency of the hysteresis lobe in a weakly modulated memristive device

**What dimensions and symmetry fix**

A two-terminal device carries the current i = Gv. Its conductance G depends on an internal state that relaxes, with time constant τ, toward a value proportional to the square of the voltage. The voltage is imposed as v = V sin ωt. After the start-up transient has decayed as exp(−t/τ), the current traces a closed curve in the i–v plane. It passes through the origin at each voltage zero and has one lobe at positive and one at negative voltage. The question is at which ω a lobe has its largest area, with V held fixed.

Let G0 be the conductance without drive and m the mean fractional rise of conductance under drive. The area

A = |∫ i dv|, taken between two successive voltage zeros,

has the dimension of current times voltage. The available quantities are G0, V, ω, τ and the pure number m, so A equals G0V² times a function of m and ωτ. Without modulation the curve is a straight line and A = 0, so for weak modulation the leading term is linear in m. Reversing the voltage leaves v² unchanged:

v² = (V²/2)(1 − cos 2ωt).

The state therefore feels a constant and an oscillation at 2ω. The integral ∫ i dv depends on the path and not on the speed along it, so frequency enters through the response of the state alone. Hence

A = m G0V² f(u), u = 2ωτ.

The peak must lie at a fixed value of u. Two limits restrict f. If the voltage varies very slowly, the state follows it, the current is the same on the way up and down, and f → 0. If it varies very fast, the state stays at its mean, the device is an ordinary resistor, and again f → 0. The maximum lies between, and finding it requires the equation of motion.

**The model**

Let x be the state and V0 its voltage scale:

τ dx/dt = −x + (v/V0)², G = G0(1 + εx).

The fractional conductance change y = εx is more convenient. Multiplying the state equation by ε, and defining m = εV²/(2V0²), gives

τ dy/dt = −y + 2m sin²ωt, G = G0(1 + y).

Since the mean of sin² is 1/2, and dy/dt averages to zero over a period, the mean of y is m. I take ε > 0; a negative ε reverses the direction in which the lobe is traversed.

Two assumptions are built in: G is linear in the state, and the drive of the state does not itself depend on G. Both are the leading terms for m ≪ 1. If both hold as they stand, nothing below requires m to be small.

**First derivation: solve for the lag and integrate**

Put θ = 2ωt. Then τ d/dt = u d/dθ, and with 2 sin²ωt = 1 − cos θ,

u dy/dθ + y = m(1 − cos θ).

Try y = m − m(a cos θ + b sin θ). Its derivative is m(a sin θ − b cos θ). Equating the coefficients of cos θ and of sin θ gives

−ub − a = −1, ua − b = 0.

The second equation gives b = ua; the first then gives a = 1/(1+u²). So

y = m[1 − (cos θ + u sin θ)/(1+u²)].

The term in cos θ is in step with v². The term in sin θ is the lag.

For the area, v dv = V² sin ωt cos ωt d(ωt) = (V²/4) sin θ dθ. Between two voltage zeros ωt runs from 0 to π, so θ runs from 0 to 2π:

∫ i dv = ∫ G v dv = (G0V²/4) ∫ (1 + y) sin θ dθ.

The constants and the cosine term integrate to zero against sin θ. The sine term gives ∫ sin²θ dθ = π, so

∫ i dv = −(π/4) m G0V² u/(1+u²).

The minus sign says that the current is larger while the voltage falls than while it rises, as it should be when conductance grows with a delay. The area is

A = (π/4) m G0V² u/(1+u²).

This integral is the geometric area if the lobe does not cross itself, which the solution lets us check. The times t and π/ω − t have the same voltage, and going from one to the other replaces θ by 2π − θ. The cosine is unchanged and the sine changes sign. For 0 < θ < π, the later current therefore exceeds the earlier one by

Δi = 2m G0V [u/(1+u²)] sin ωt sin 2ωt.

This is positive throughout 0 < ωt < π/2, so the branches do not cross. Its voltage dependence follows 2 sin²ωt cos ωt, whose derivative vanishes when tan²ωt = 2, that is, at v = V√(2/3). There 2 sin²ωt cos ωt = 4/(3√3) ≈ 0.770.

The state repeats after π/ω, so it has the same value at every voltage zero. Both branches thus pass through the origin with the same slope, and they touch there. In the next half-cycle both i and dv change sign, so the second lobe has the same integral and is traversed in the same sense.

Now differentiate:

d/du [u/(1+u²)] = [(1+u²) − 2u²]/(1+u²)² = (1−u²)/(1+u²)².

This is positive for u < 1 and negative for u > 1. The single maximum is at u = 1, or

ω = 1/(2τ), A_max = (π/8) m G0V².

Half the maximum is reached when u/(1+u²) = 1/4, or u² − 4u + 1 = 0, which gives u = 2 ± √3. The peak is broad: these two frequencies differ by a factor of almost 14.

**Second derivation: the lobe as a measure of how fast the state moves**

The same area follows without the phase of the state. Write P = −∫ i dv, again between voltage zeros. Because v dv = d(v²/2), integration by parts gives

∫ G d(v²/2) = [Gv²/2] − (1/2)∫ v² dG.

The bracket vanishes because v = 0 at both ends. With dG = G0 (dy/dt) dt,

P = (G0/2) ∫ v² (dy/dt) dt.

The state equation expresses v² through the state, since 2m sin²ωt = 2mv²/V²:

v² = (V²/2m)(y + τ dy/dt).

Insert this:

P = (G0V²/4m) [∫ y (dy/dt) dt + τ ∫ (dy/dt)² dt].

The first integral is half the change of y² between the ends. It vanishes because y repeats after π/ω. What remains is

P = (G0V²τ/4m) ∫ (dy/dt)² dt.

The integrand is a square, so P is positive: the sense of traversal follows without solving anything.

To evaluate it, let q = y − m be the oscillating part of y. It obeys q + τ dq/dt = −m cos 2ωt. Square both sides and average over a period π/ω. The cross term 2τ q dq/dt = τ d(q²)/dt averages to zero, and the right side averages to m²/2:

⟨q²⟩ + τ²⟨(dq/dt)²⟩ = m²/2.

The equation is linear, so q oscillates at the single angular frequency 2ω, and ⟨(dq/dt)²⟩ = 4ω²⟨q²⟩. Hence

⟨q²⟩ = m²/[2(1+u²)], ⟨(dq/dt)²⟩ = 2ω²m²/(1+u²).

Multiplying by the duration π/ω gives ∫ (dy/dt)² dt = 2πωm²/(1+u²), and

P = (G0V²τ/4m) · 2πωm²/(1+u²) = (π/4) m G0V² u/(1+u²),

where ωτ = u/2 was used. The two results agree.

This form explains both limits. At low frequency the state makes its full swing, its speed is proportional to ω, and the squared speed times the duration grows as ω. At high frequency the speed saturates at an amplitude m/τ set by relaxation, while the duration shrinks as 1/ω.

**What each derivation assumes**

Both use periodicity, a single relaxation time and an imposed voltage. They differ in what else they need.

The first needs the explicit solution for a sinusoidal drive. In return it gives the whole curve: the gap between branches, the contact at the origin, and the proof that the lobe is simple. The second gives the integral alone, and the first must supply the statement that this integral is a geometric area.

The second reaches further in another direction. Up to the squared speed it never used the sinusoid, only that v vanishes at both ends and y returns to its value. Nor is linearity of G needed for the sign. Let G = G0 g(y), and let the drive of the state also be multiplied by g(y), as happens when the state is heated by the current. Then v² = (V²/2m)(y + τ dy/dt)/g, and the same steps give

P = (G0V²τ/4m) ∫ (g′/g)(dy/dt)² dt,

because the term y(g′/g)dy is a perfect differential and integrates to zero. Within this model P is positive whenever g is positive and increases with y. The peak position, however, depends on g and must be found anew.

**Where the factor 2 comes from**

Suppose that the state followed v instead of v²: τ dy/dt = −y + η sin ωt, with η a small number. The periodic solution is y = η(sin ωt − ωτ cos ωt)/(1+ω²τ²). In ∫ y V² sin ωt cos ωt d(ωt) from 0 to π, the first term gives ∫ sin² cos = 0 and the second gives ∫ sin cos² = 2/3. The area is then

A = (2/3) η G0V² ωτ/(1+ω²τ²),

with its maximum at ω = 1/τ. A numerical search with η = 0.04 also finds ωτ = 1.000. The factor 2 in 1/(2τ) thus comes from the frequency doubling in v².

**How weak the modulation must be**

*Curved conductance.* Take G = G0 exp(y), with the drive of the state unchanged. Write the solution as y = m − z cos(θ − δ), with z = m/√(1+u²) and tan δ = u. With ψ = θ − δ, sin θ = sin ψ cos δ + cos ψ sin δ. The part with sin ψ is odd and integrates to zero. The other uses ∫ cos ψ exp(−z cos ψ) dψ = −2π I1(z), where I1 is the modified Bessel function. Hence

A = (π/2) G0V² e^m I1(z) u/√(1+u²).

For small z, I1(z) ≈ (z/2)(1 + z²/8), so the earlier area is multiplied by e^m [1 + m²/(8(1+u²))]. To find the new peak, set the derivative of ln A to zero. Near u = 1 the original factor contributes (1−u²)/[u(1+u²)] ≈ −(u − 1). The correction contributes −m²u/[4(1+u²)²] = −m²/16 at u = 1. Therefore

u_peak ≈ 1 − m²/16.

For m = 0.4 this predicts a shift of −0.0100; the simulated shift is −0.0099. Without back-action, the exponential law thus moves the peak only in second order, although it changes the area in first order through the factor e^m. A quadratic term in G does not move the peak at all, because it multiplies the area by a factor independent of ω; the shift starts with the cubic term.

*Back-action.* If Joule heat drives the state, the source is Gv² and contains the conductance itself. With G = G0(1 + y),

u dy/dθ + y = m(1 − cos θ)(1 + y).

Solve in powers of m, with h = 1/(1+iu). The first order is the earlier solution in complex form, y1 = m − m Re(h e^{iθ}). The second order is driven by m(1 − cos θ)y1. Its part at frequency θ is −m² Re[(1+h)e^{iθ}], since the product of the two oscillations contains a constant and a second harmonic but no fundamental. The response multiplies this by h. Together the fundamental of y has the complex amplitude

Z = −mh − m²h(1+h).

The area is proportional to the magnitude of the sin θ coefficient, which is −Im Z. With Im h = −u/(1+u²) and Im h² = −2u/(1+u²)²,

A = (π/4) m G0V² [u/(1+u²)] [1 + m + 2m/(1+u²)].

The derivative of the last bracket is −4mu/(1+u²)² = −m at u = 1, to first order in m. Balancing it against −(u − 1) gives

u_peak ≈ 1 − m.

The shift stems from the h² term, which arises from the mean source m·y. Moved to the left side, that source reduces the relaxation rate from 1/τ to (1−m)/τ. The heated state relaxes more slowly, and the peak moves down. Simulations extrapolated to small m give a shift of −1.00 m. This first-order effect is what makes the word "weak" necessary for a self-heated device.

**Example: a suspended thermistor**

A vanadium-oxide microbolometer, a thin thermistor film on a suspended plate, suits the model: its state is its temperature rise ΔT, and in a vacuum package its heat leaves mainly through thin supports. (In air, conduction through the narrow gap under the plate would dominate and make τ much shorter.) It is a volatile memristive element and stores no bit once it has cooled. Rough typical values are a resistance of 100 kΩ, a conductance coefficient α = 2 %/K, a thermal resistance R_th = 10⁷ K/W and a heat capacity of 1 nJ/K, at 300 K. The drive amplitude is chosen as 0.20 V.

The time constant is 10⁷ K/W × 10⁻⁹ J/K = 10 ms. Leaving out the small rise in conductance, the mean power is G0V²/2 = 10⁻⁵ S × 0.04 V²/2 = 0.20 µW, which heats the plate by 2.0 K on average. Hence m = 0.02 K⁻¹ × 2.0 K = 0.040. The ideal model puts the peak at

ω = 1/(2 × 0.010 s) = 50 rad/s, f = ω/2π = 7.96 Hz.

The lobe area there is (π/8) × 0.040 × 10⁻⁵ S × 0.04 V² = 6.28 nW. Despite its unit, this is not the dissipated power, which is about 210 nW when the rise in conductance is included. The largest gap between branches is 0.770 × 0.040 × 2.0 µA = 62 nA, near 0.16 V. The area falls to half at 2.1 Hz and at 29.7 Hz. Direct integration in time, followed by a numerical search for the largest lobe, gives ωτ = 0.500 and the same area.

*Corrections for this device.* The conductance of such a film is better described as thermally activated, G = G0 exp[(E/k)(1/T0 − 1/T)], where T0 is the ambient temperature and k Boltzmann's constant. Matching the slope at T0 requires E = αkT0² = 0.155 eV. With y now standing for αΔT, expansion to second order gives

G/G0 ≈ 1 + y + [1/2 − 1/(αT0)] y².

In the current, the square of y1 has the fundamental −2m² Re(h e^{iθ}), so this term adds m[1 − 2/(αT0)] to the bracket in A. In the heating it enters one order later. At u = 1 the area therefore grows by the factor 1 + m[3 − 2/(αT0)]. With αT0 = 6 this is 1 + 2.67m, or 11 % for m = 0.040.

The full simulation with activated conductance and Joule feedback puts the peak at 7.62 Hz, 4.3 % below the ideal value, with an area of 7.03 nW, 12 % above it. First-order theory gives 4.0 % and 11 %; the remainders come from higher orders in m.

A stray capacitance C in parallel adds the current C dv/dt. Its integral is C∫(dv/dt)² dt = (π/2)ωCV², opposite in sign to the thermal lobe. It also separates the branches at v = 0: when C is small, they cross at a small voltage on either side of the origin instead of touching there. The integral between voltage zeros is therefore a net area, in which the part near the origin counts negatively:

A = (π/4) G0V² [m u/(1+u²) − uC/(τG0)].

Setting the derivative to zero near u = 1 gives −m(u−1)/2 = C/(τG0), or a shift of −2C/(τG0m). For an assumed 10 pF this is −0.5 %. This maximum is a local one: the capacitive term grows linearly with ω, so in the formula above the net area changes sign near u = 20 (160 Hz), and beyond about u = 200 (1.6 kHz) its magnitude exceeds the thermal peak. With feedback and capacitance together the simulated peak is at 7.58 Hz.

**The model beside real devices**

Three further effects are small for these numbers. Heat spreads across the 25 µm plate in about 63 µs, far less than 10 ms. Treated as a second relaxation in series with the first, this shifts the peak by only about −0.01 %, provided R_th is the mean temperature rise per unit power and so already includes the plate's own spreading resistance. If R_th is the resistance of the supports alone, spreading lengthens τ in first order. For a uniformly heated strip of length L and diffusivity D the addition is L²/(12D) with supports at both edges and L²/(3D) with a support at one edge, which here moves the peak by about −0.5 % and −2 %. Even if both faces radiated as black bodies, the curvature of the radiative loss would change the total heat loss, evaluated at the mean temperature rise, by only about 0.08 %; the relaxation rate follows the slope of the loss, which changes twice as much, so the peak would move up by about 0.15 %. The field is 8 × 10⁻⁵ MV/cm, and a carrier hopping 1 nm along it gains about 3 × 10⁻⁴ of the thermal energy, so field-assisted conduction can be neglected. Of the effects sized here, Joule back-action is the largest. The electrical resistance of the supports and the temperature dependence of their thermal conductance and of the heat capacity are not included; a real device needs its own estimate of them. The continuous sinusoidal drive is a choice made for this example.

These margins do not carry over to every memristive device. In a film lying directly on a substrate, heat diffuses through a range of depths and a single τ may not exist. A device that retains its state has no such relaxation, and in a switch with a threshold the state does not grow in proportion to v². The rule ω = 1/(2τ) can then not be used to read off a time constant. Where the state does relax in this way, the measured peak gives τ = 1/(2ω) with a relative error of about m if the device heats itself: taking the peak at 7.62 Hz at face value would give 10.4 ms instead of 10 ms. Lowering the voltage reduces this error as V², but the lobe area, to leading order proportional to mV², shrinks roughly as V⁴, and the shift from a parallel capacitance grows as 1/V². With the 10 pF assumed above, the two errors are equal near 0.12 V, where together they still make τ about 3 % too long; a lower voltage then makes the reading worse unless the capacitive current is subtracted. The numerical output below lists the device inputs and the main simulated results.

Computed values

```
INPUTS (rough typical microbolometer values)
resistance = 100 kohm
conductance coefficient = 2.0 %/K
thermal resistance = 1.0e+07 K/W
heat capacity = 1.0 nJ/K
ambient temperature = 300 K
voltage amplitude = 0.20 V
stray capacitance = 10 pF
plate side = 25 um
thermal diffusivity = 0.010 cm2/s
hop length = 1.0 nm
IDEAL MODEL
time constant = 10.00 ms
mean power = 0.200 uW
mean heating = 2.000 K
mean modulation m = 0.0400
activation energy = 0.1551 eV
peak angular frequency 1/(2 tau) = 50.00 rad/s
peak frequency = 7.958 Hz
omega*tau at peak, by search = 0.500000
lobe area at peak, simulated = 6.2832 nW
lobe area at peak, formula = 6.2832 nW
current amplitude = 2.000 uA
largest branch gap = 61.58 nA
voltage of largest gap = 0.164 V
lower half-maximum frequency = 2.132 Hz
upper half-maximum frequency = 29.699 Hz
TESTS OF THE ASSUMPTIONS
worst relative error of area formula = 1.2e-07
omega*tau at peak, state driven by v = 1.00000
exponential G, m = 0.4: shift of u = -0.00992
same shift from -m^2/16 = -0.01000
quadratic G, m = 0.4: shift of u = -1.0e-08
heat feedback, linear G: shift/m = -0.9999
heat feedback, activated G: shift/m = -0.9992
area growth/m, simulated = 2.6636
area growth/m, formula = 2.6667
NEGLECTED EFFECTS IN THE DEVICE
peak frequency with heat feedback = 7.616 Hz
its relative shift = -4.29 %
lobe area with heat feedback = 7.029 nW
largest heating with feedback = 3.662 K
shift by capacitance alone, simulated = -0.496 %
shift by capacitance alone, formula = -0.500 %
peak frequency, feedback and capacitance = 7.584 Hz
diffusion time in plate = 63.3 us
peak shift by plate diffusion = -0.0080 %
curvature of radiative loss, black faces = 0.077 %
peak field = 8.0e-05 MV/cm
field energy per hop / thermal energy = 3.1e-04
```
